# Apparent nuclear g factors in 2P1/2 levels and the Breit-Rabi formula

**Q:** I regard the Breit-Rabi formula as exact for any level with $J=1/2$. There are only two values of $F$, and each value of $M$ gives at most a 2×2 matrix. If I fit the levels of a $^2P_{1/2}$ ground state, as in gallium, indium or thallium, and the fit is good, the fitted $g_I$ must belong to the nucleus. What could be wrong with that?

**A:** The 2×2 algebra is right, but it starts from a Hamiltonian that leaves out the rest of the atom. With energies divided by $h$, so that $\mu_B$ and $\mu_N$ are in MHz/T, and with the field along $z$, it is

$$H_0=A\,\mathbf I\cdot\mathbf J+g_J\mu_B B J_z-g_I\mu_N B I_z .$$

The formula is exact for this $H_0$. In a $^2P_{1/2}$ atom, however, $^2P_{3/2}$ lies above by a fine-structure splitting $\Delta$. Both the field and the magnetic dipole hyperfine interaction couple the two levels, so a term containing each of them once is linear in $B$ and in the nuclear spin. That is also how the nuclear Zeeman term depends on them.

**Q:** Before you add anything, how does $g_I$ show itself in $H_0$? The electronic Zeeman energy is far larger.

**A:** Add the two levels of equal $M$. For $|M|<I+\tfrac12$ the basis states are $|m_J=\tfrac12,m_I=M-\tfrac12\rangle$ and $|-\tfrac12,M+\tfrac12\rangle$. The sum of the two eigenvalues is the trace. The hyperfine part gives $\tfrac A2(M-\tfrac12)-\tfrac A2(M+\tfrac12)=-\tfrac A2$, the electronic Zeeman part cancels, and the nuclear part gives $-2g_I\mu_NBM$. With $\Sigma(M)$ for the pair sum,

$$\Sigma(M)=-\frac A2-2g_I\mu_N BM,\qquad g_I=-\frac{\Sigma(M)-\Sigma(-M)}{4\mu_N BM}. \tag{1}$$

Neither $A$ nor $g_J$ is needed. This requires a pair with $M\neq0$, hence $I\ge1$.

**Q:** Then show me the coupling to $^2P_{3/2}$. Which model of the atom do you use?

**A:** One $p$ electron in LS coupling, with the same radial function in both levels. The electron's orbital motion and spin moment produce at the nucleus the field

$$\mathbf B_e=-\frac{\mu_0}{4\pi}\frac{2\mu_B}{r^3}\mathbf N,\qquad \mathbf N=\mathbf L-\mathbf S+3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf S),$$

where the spin g factor is taken as 2. The energy $-g_I\mu_N\mathbf I\cdot\mathbf B_e$ is then $a\,\mathbf N\cdot\mathbf I$, with $a\propto g_I\langle r^{-3}\rangle$. Core polarization is represented by a contact term $a_c\,\mathbf S\cdot\mathbf I$. The electronic Zeeman term is $V=\mu_B\mathbf B\cdot(g_L\mathbf L+g_S\mathbf S)$.

At $m=\tfrac12$ the two levels are

$$|\tfrac12\rangle=\sqrt{\tfrac23}|1{\downarrow}\rangle-\sqrt{\tfrac13}|0{\uparrow}\rangle,\qquad |\tfrac32\rangle=\sqrt{\tfrac13}|1{\downarrow}\rangle+\sqrt{\tfrac23}|0{\uparrow}\rangle,$$

where the number is $m_L$. For the spin,

$$\langle\tfrac32|S_z|\tfrac12\rangle=\tfrac{\sqrt2}3(-\tfrac12)-\tfrac{\sqrt2}3(\tfrac12)=-\tfrac{\sqrt2}3 .$$

For $N_z$, write $3\hat z(\hat{\mathbf r}\cdot\mathbf S)=3\hat z^2S_z+\tfrac32\hat z(\hat r_-S_++\hat r_+S_-)$ with $\hat r_\pm=\hat x\pm i\hat y$. The orbitals are proportional to $\sqrt3\,\hat z$ for $m_L=0$ and $-\sqrt{3/2}\,\hat r_+$ for $m_L=1$. The averages over the sphere are $\overline{\hat z^4}=\tfrac15$ and $\overline{\hat x^2\hat z^2}=\tfrac1{15}$. Hence

$$\langle0|\hat z^2|0\rangle=\tfrac35,\quad \langle1|\hat z^2|1\rangle=\tfrac32\cdot\tfrac2{15}=\tfrac15,\quad \langle0|\hat z\hat r_-|1\rangle=-\tfrac3{\sqrt2}\cdot\tfrac2{15}=-\tfrac{\sqrt2}5 .$$

The elements of $N_z$ follow:

- $|1{\downarrow}\rangle$ diagonal: $1+\tfrac12-\tfrac3{10}=\tfrac65$
- $|0{\uparrow}\rangle$ diagonal: $0-\tfrac12+\tfrac9{10}=\tfrac25$
- between them: $\tfrac32(-\tfrac{\sqrt2}5)=-\tfrac{3\sqrt2}{10}$

Therefore

$$\langle\tfrac32|N_z|\tfrac12\rangle=\tfrac{\sqrt2}3\left(\tfrac65-\tfrac25\right)+\left(\tfrac23-\tfrac13\right)\left(-\tfrac{3\sqrt2}{10}\right)=\tfrac{\sqrt2}6 .$$

**Q:** Do the same elements give the ordinary hyperfine constants?

**A:** Yes. The expectation values of $N_z$ are

$$\tfrac23\cdot\tfrac65+\tfrac13\cdot\tfrac25+\tfrac25=\tfrac43,\qquad \tfrac13\cdot\tfrac65+\tfrac23\cdot\tfrac25-\tfrac25=\tfrac4{15}$$

for $J=\tfrac12$ and $\tfrac32$. Those of $S_z$ are $-\tfrac16$ and $+\tfrac16$. Dividing by $m=\tfrac12$ gives

$$A_1=\tfrac83a-\tfrac13a_c,\qquad A_3=\tfrac8{15}a+\tfrac13a_c, \tag{2}$$

for $^2P_{1/2}$ and $^2P_{3/2}$. Inside $J=\tfrac12$, $\mathbf S$ acts as $-\tfrac13\mathbf J$ and $\mathbf L=\mathbf J-\mathbf S$ as $\tfrac43\mathbf J$, so $g_J=(4g_L-g_S)/3$.

**Q:** Now the cross term. Why should it look like a nuclear Zeeman energy, and not like something more complicated?

**A:** Let $P$ and $Q$ project on the lower and upper level. When $\Delta$ is much larger than the hyperfine and Zeeman energies, the energy denominator is $-\Delta$. The cross term with a hyperfine operator $W$ is

$$H_\times=-\frac1\Delta\left(PVQWP+PWQVP\right). \tag{3}$$

Since $g_L\mathbf L+g_S\mathbf S=g_L\mathbf J+(g_S-g_L)\mathbf S$ and $\mathbf J$ does not connect different $J$, only $(g_S-g_L)\mathbf S$ contributes to $PVQ$. For the dipole interaction define

$$X_{ij}=P S_i Q\,(aN_j+a_cS_j)P .$$

An operator on the two states of $J=\tfrac12$ is a combination of the unit operator and the $J_k$. Rotational invariance then allows $X_{ij}=\alpha\delta_{ij}+i\beta\varepsilon_{ijk}J_k$. Both vectors in the product are odd under time reversal, so $X_{ij}$ is even. Time reversal changes the sign of $i$ and of $J_k$ and conjugates the coefficients, so $\alpha$ and $\beta$ are real. Adding the Hermitian conjugate, as (3) does, cancels the $\beta$ part and leaves $2\alpha\delta_{ij}$.

To find $\alpha$, set $i=j=z$ in the state $m=\tfrac12$. The intermediate state is $|\tfrac32\rangle$ with the same $m$:

$$\alpha=-\frac{\sqrt2}3\left(\frac{\sqrt2}6a-\frac{\sqrt2}3a_c\right)=-\frac{a-2a_c}9 .$$

Thus $H_\times=-\mu_B(g_S-g_L)\,2\alpha\,\mathbf B\cdot\mathbf I/\Delta$, or

$$H_\times=\delta\,\mathbf B\cdot\mathbf I,\qquad \delta=\frac29(g_S-g_L)\frac{\mu_B(a-2a_c)}{\Delta}. \tag{4}$$

Compared with $-g_I\mu_N\mathbf B\cdot\mathbf I$, this replaces $g_I$ by

$$g'=g_I-\delta/\mu_N . \tag{5}$$

**Q:** So the formula remains valid, with another number in the place of $g_I$?

**A:** For the dipole interaction at this order, yes. The Breit-Rabi shape survives, and a good fit cannot reveal the shift. The fit determines $g'$, and an electronic calculation is needed to obtain $g_I$ from it.

The constants $A_1$ and $A_3$ can supply that calculation within the model. From (2), $A_1+A_3=\tfrac{16}5a$ and $5A_3-A_1=2a_c$, so

$$a-2a_c=\tfrac5{16}(A_1+A_3)-5A_3+A_1=\frac{21A_1-75A_3}{16},$$

$$\delta=(g_S-g_L)\mu_B\frac{7A_1-25A_3}{24\Delta}. \tag{6}$$

Without a contact term $A_3=A_1/5$, and the fraction becomes $A_1/(12\Delta)$. The two terms in (6) partly cancel, which amplifies errors: without a contact term, a change of 1% in $A_1$ alone changes $\delta$ by 3.5%, and 1% in $A_3$ alone changes it by 2.5%.

**Q:** Does a nucleus with a larger moment suffer a larger relative shift?

**A:** No, if the isotopes share the same electronic factors. Both $a$ and $a_c$ are proportional to $g_I$, so $\sigma=\delta/(g_I\mu_N)$ does not contain $g_I$. It acts as a magnetic shielding: $g'=g_I(1-\sigma)$. To write it out, use $ha=2(\mu_0/4\pi)\mu_Bg_I\mu_N\langle r^{-3}\rangle$ with both magnetons in J/T. In atomic units $\mu_B=\tfrac12$ and $\mu_0/4\pi=\alpha_f^2$, where $\alpha_f$ is the fine-structure constant. The numerical factor is $\tfrac29\cdot2\cdot\tfrac14=\tfrac19$, and

$$\sigma=(g_S-g_L)\frac{\alpha_f^2\langle r^{-3}\rangle}{9\Delta}\left(1-\frac{2a_c}a\right). \tag{7}$$

The dipole shift therefore cancels in the ratio of two isotopes' g factors, although each g factor is displaced.

**Q:** Gallium and indium nuclei also have quadrupole moments. A quadrupole does nothing in a $J=\tfrac12$ level, so I can ignore it.

**A:** It does nothing at first order, but it couples $^2P_{1/2}$ to $^2P_{3/2}$ and so has its own cross term with the field. Define the symmetric traceless tensors

$$T_{ij}=\tfrac12(L_iL_j+L_jL_i)-\tfrac23\delta_{ij},\qquad U_{ij}=\tfrac12(I_iI_j+I_jI_i)-\tfrac{I(I+1)}3\delta_{ij}.$$

For $L=1$ the quadrupole interaction has the form $H_Q=C\sum_{ij}T_{ij}U_{ij}$. The quadrupole constant $b$ of $^2P_{3/2}$ is defined by an energy $b/4$ in the state with $m_L=1$, spin up and $m_I=I$. There $T_{zz}=\tfrac13$, $T_{xx}=T_{yy}=-\tfrac16$, $U_{zz}=I(2I-1)/3$ and $U_{xx}=U_{yy}=-\tfrac12U_{zz}$. The sum is $\tfrac12U_{zz}=I(2I-1)/6$, so $C=3b/[2I(2I-1)]$.

On two states no symmetric traceless tensor can be built from the unit operator and $J_k$, so $PT_{jk}P=0$. This is your first-order statement. It also gives $PS_iQT_{jk}P=PS_iT_{jk}P$, which must have the form

$$PS_iT_{jk}P=c\left(\delta_{ij}J_k+\delta_{ik}J_j-\tfrac23\delta_{jk}J_i\right),$$

the combination linear in $\mathbf J$ that is symmetric and traceless in $jk$. A unit-operator part would need $\varepsilon_{ijk}$, which is antisymmetric in $jk$. Set $j=i$ and sum. The right side is $c(3+1-\tfrac23)J_k=\tfrac{10}3cJ_k$. On the left, $\mathbf L\cdot\mathbf S=-1$ in $J=\tfrac12$, so

$$P\left[\tfrac12\{\mathbf L\cdot\mathbf S,L_k\}-\tfrac23S_k\right]P=-\tfrac43J_k+\tfrac29J_k=-\tfrac{10}9J_k .$$

Hence $c=-\tfrac13$. Since $S_i$ and $T_{jk}$ commute, the two terms of (3) are equal. The part with $\delta_{jk}$ vanishes against the traceless $U$, and the other two are equal:

$$H_\times^Q=-\frac{\mu_B(g_S-g_L)}{\Delta}\,2C\left(-\frac13\right)2\,\mathbf B\cdot U\cdot\mathbf J=\kappa\,\mathbf B\cdot U\cdot\mathbf J,$$

$$\kappa=\frac{2(g_S-g_L)\mu_Bb}{I(2I-1)\Delta}. \tag{8}$$

For $I=\tfrac12$ there is no quadrupole interaction. This is the case of the stable thallium isotopes.

**Q:** Can (8) be hidden in a new $g_I$ as well?

**A:** Only in part. In the 2×2 block the diagonal elements of $\kappa BU_{zz}J_z$ are $\pm\tfrac12\kappa B[(M\mp\tfrac12)^2-I(I+1)/3]$. Their sum is $-\kappa BM$, so the pair-sum method (1) returns

$$g_{\rm pair}=g_I-\frac\delta{\mu_N}+\frac\kappa{2\mu_N}. \tag{9}$$

Their difference is $\kappa B[M^2+\tfrac14-I(I+1)/3]$. The transverse part contributes through $\tfrac12(I_zI_\pm+I_\pm I_z)$. Between $m_I=M-\tfrac12$ and $M+\tfrac12$ the mean of the two $m_I$ values is $M$, so the off-diagonal element $\tfrac12A\sqrt{(I+\frac12)^2-M^2}$ has $A$ replaced by $A+\kappa BM$. Diagonalizing the block,

$$E=-\frac A4-\left(g'\mu_N+\frac\kappa2\right)BM\pm\frac12\sqrt{D^2+\left[(I+\tfrac12)^2-M^2\right](A+\kappa BM)^2}, \tag{10}$$

$$D=AM+(g_J\mu_B+g'\mu_N)B+\kappa B\left[M^2+\tfrac14-\tfrac{I(I+1)}3\right].$$

The stretched levels, $M=\pm(I+\tfrac12)$, are

$$E=\frac{AI}2\pm B\left[\frac{g_J\mu_B}2-g'\mu_NI+\frac{\kappa I(2I-1)}6\right]. \tag{11}$$

Whether the change of shape can be seen depends on the field. In the weak-field limit each $F$ has one linear Zeeman slope. The Breit-Rabi slopes are $(g_J\mu_B-2Ig'\mu_N)/(2I+1)$ and $-[g_J\mu_B+2(I+1)g'\mu_N]/(2I+1)$. These are two independent combinations, so adjusted values of $g_J$ and $g'$ can absorb $\kappa$. In the strong-field limit the extra energy is $\kappa Bm_J[m_I^2-I(I+1)/3]$. Its dependence on $m_I^2$ is absent from the leading Breit-Rabi energies, which contain only a constant, $m_J$, $m_I$ and $m_Jm_I$. The next Breit-Rabi term, of size $A^2/(4g_J\mu_BB)$, does depend on $m_Jm_I^2$ and is much larger at laboratory fields (about 6 MHz against 56 kHz at 5 T for the model atom below), but its size is fixed by $A$ and $g_J$, so it cannot absorb $\kappa$.

**Q:** Second order also contains the field twice and the hyperfine interaction twice. Where did those go?

**A:** The field twice gives $-\mu_B^2(g_S-g_L)^2B^2(\sqrt2/3)^2/\Delta$. This is $-\tfrac29(g_S-g_L)^2(\mu_BB)^2/\Delta$ for all sublevels, and it drops out of differences at fixed field. The hyperfine interaction twice is a rotational scalar without $B$. It can move just two energies, those of the two $F$ levels, so it is absorbed in their centroid and in $A$, taken from the zero-field interval.

**Q:** Give me numbers. How large is all this?

**A:** Take a model atom with round parameters: $I=\tfrac32$, $g_I=1.4$, $\langle r^{-3}\rangle=3\,a_0^{-3}$, $\Delta=2.5\times10^7$ MHz, $a_c/a=-0.05$, $b=60$ MHz and $B=0.1$ T. Then $a=400.72$ MHz, $A_1=1075.28$ MHz and $A_3=207.04$ MHz. With $g_S-g_L=1.002319$ and $\mu_B=13996.24$ MHz/T, equation (6) gives

$$\delta=1.002319\times13996.24\times\frac{7(1075.28)-25(207.04)}{24\times2.5\times10^7}=0.05497\ \text{MHz/T}.$$

Ignoring the contact term in (4) at fixed $A_1$ would give 0.05028 MHz/T, about 9% below this value. That figure belongs to the small contact ratio chosen here. The measured $A_1/A_3$ is about 7 in gallium and 9 in indium, which (2) would read as $a_c/a\approx-0.4$ and $-0.7$, so the model numbers are not predictions for those atoms. With $\mu_N=7.6226$ MHz/T,

$$\frac\delta{\mu_N}=0.00721,\qquad g'=1.39279,\qquad \sigma=\frac{0.00721}{1.4}=0.515\% .$$

For the quadrupole, $\kappa=2\times1.002319\times13996.24\times60/(3\times2.5\times10^7)=0.02245$ MHz/T. This raises the pair-sum value by $\kappa/(2\mu_N)=0.00147$, a fifth of the dipole shift and opposite to it.

You can read the result from the levels found by diagonalizing both fine-structure levels together. Measured from the centroid and with the common shift removed, the pair sums are

$$\Sigma(1)=-1639.380620+1099.616501=-539.764119\ \text{MHz},$$
$$\Sigma(-1)=-1201.682724+666.169759=-535.512965\ \text{MHz}.$$

Equation (1) then gives $4.251154/(4\times7.622593\times0.1)=1.39426$, not 1.4. Formula (9) gives the same value.

**Q:** How do you know that the upper level is responsible?

**A:** In the same calculation with the coupling between the two levels removed, the pair sums return 1.400000. With the coupling restored, dipole interaction only, and $\Delta$ doubled, the shift falls from 0.00721 to 0.00361. Both are tests of the cause. A further test with $g_I=2.0$ gives the same relative dipole shift, 0.515%.

**Q:** And my criterion, a good fit?

**A:** I fitted $A$, $g_J$, $g_I$ and a common offset to the eight levels at 0.1 T. With the dipole interaction alone, the largest residual is 0.22 Hz, and the fitted value is 1.39279. The fit is excellent, and its $g_I$ is 0.5% below the nuclear value.

With the quadrupole included, the largest residual is 0.98 kHz, comparable to $\tfrac12\kappa B=1.12$ kHz, the strong-field size of the extra term for $I=\tfrac32$. This is only a scale, because 0.1 T is an intermediate field here: $g_J\mu_BB=932$ MHz, against a zero-field interval $2A=2151$ MHz. The fitted value is 1.39417, slightly different from the pair-sum value 1.39426. Once the shape is broken, the apparent g factor depends on how it is extracted.

If you keep the bare $g_I$ and the model's $g_J$ in the plain formula, the errors relative to the full diagonalization reach 9.4 kHz. For the upper stretched level, (11) accounts for this: $\delta BI+\kappa BI(2I-1)/6=8.25+1.12=9.37$ kHz. With (10) and (11) the largest error is 1.5 Hz. The remainder comes from orders beyond the second, which grow as the field or the hyperfine energy becomes less small compared with $\Delta$.

**Q:** For thallium I have no quadrupole, but also no pair with $M\ne0$. Does the shift still appear?

**A:** Yes. For $I=\tfrac12$ the gap at $M=0$ is $\sqrt{A^2+D^2}$ with $D=(g_J\mu_B+g'\mu_N)B$. The stretched levels differ by $T=(g_J\mu_B-g'\mu_N)B$. Hence $g'=(D-T)/(2\mu_NB)$. Diagonalizing the model with $I=\tfrac12$ and the other dipole parameters unchanged gives 1.39279, again the shifted value.

For the real atoms, I would not trust the coefficient in (6), least of all for thallium. Relativity gives the two fine-structure levels different radial functions, so the link that (2) and (4) make between the diagonal and off-diagonal hyperfine elements no longer holds, and the cancellation in (6) magnifies the error. An estimate with hydrogen-like Dirac $p$ functions, inner charge $Z-4$ and no contact term has (6) overestimating $\delta$ by a factor of about 1.2 for gallium, 1.7 for indium and 4 for thallium. The form $\delta\,\mathbf B\cdot\mathbf I$ remains at second order, because it followed from rotation and time reversal, but $\delta$ must come from a relativistic calculation. Other excited configurations and the diamagnetic shielding of the nucleus are also missing here, and they too must be considered before a measured $g'$ is turned into a nuclear moment. The numerical output below lists all eight levels and the errors of both formulas.

## Calculated quantities

```
nuclear spin I = 1.5
bare nuclear g factor gI = 1.4000
mean inverse cube radius = 3.0 a0^-3
fine-structure splitting Delta = 2.5000e+07 MHz
contact ratio ac/a = -0.050
quadrupole constant b of 2P3/2 = 60.0 MHz
field B = 0.10 T
muB/h = 13996.2449 MHz/T; muN/h = 7.622593 MHz/T
gS = 2.002319; gL = 1.0; gJ = 0.665894
a = 400.7248 MHz; ac = -20.0362 MHz
A1 (2P1/2) = 1075.2781 MHz; A3 (2P3/2) = 207.0411 MHz
off-diagonal Sz = -0.471405; Nz = 0.235702
delta = 0.054967 MHz/T
delta if contact is ignored = 0.050283 MHz/T
kappa = 0.022446 MHz/T
dipole shift of g factor, -delta/muN = -0.007211
quadrupole part, kappa/(2 muN) = 0.001472
pair-sum g, coupling removed = 1.400000
pair-sum g, dipole only: diagonalized = 1.392789
pair-sum g, dipole only: formula = 1.392789
pair-sum g, with quadrupole: diagonalized = 1.394261
pair-sum g, with quadrupole: formula = 1.394261
pair-sum g, dipole only, doubled Delta = 1.396394
relative dipole shift sigma: formula = 0.5151 percent
sigma diagonalized, gI = 1.4: 0.5151 percent
sigma diagonalized, gI = 2.0: 0.5151 percent
apparent g for I = 1/2, diagonalized = 1.392789
A from zero-field interval = 1075.277085 MHz
common quadratic shift = -17.4937 kHz
M, level (MHz), error of plain (kHz) and corrected (Hz) formula:
  -2    342.048718    -9.3689     -1.49
  -1  -1201.682724    -2.6449      0.55
  -1    666.169759    -6.1037     -0.30
  +0  -1440.941798     1.5409      0.32
  +0    903.303257    -1.5405      0.14
  +1  -1639.380620     5.0681      0.26
  +1   1099.616501     3.6813      0.27
  +2   1270.866908     9.3676      0.19
Breit-Rabi fit, dipole only: gI = 1.392789
  largest residual = 0.22 Hz
Breit-Rabi fit, with quadrupole: gI = 1.394174
  largest residual = 982.39 Hz
```
